# Why a more basic trialkylamine can bind a crowded metal less strongly

**Question.** A trialkylamine such as trimethylamine holds a proton more strongly than ammonia does in the gas phase. Why may it nevertheless form the weaker bond to a metal that carries bulky ligands, as in the amine adducts used as precursors?

**Answer.** Two energies change when the hydrogens of ammonia are replaced by alkyl groups. The lone pair becomes easier to share, which strengthens the bond. The alkyl groups also meet the ligands of the metal, which weakens it; this second effect is called front strain. A proton has no ligands, so its affinity registers the first effect and not the second. When other differences between the amines are small, the order on a metal depends on which is larger.

**What a higher lone pair gains**

Let the donor lone pair have energy 0 and the empty metal orbital energy $\Delta>0$. The orbitals are taken as orthogonal, with coupling $-\beta$:

$$
H=\begin{pmatrix}0&-\beta\\-\beta&\Delta\end{pmatrix}.
$$

The condition $E(E-\Delta)-\beta^2=0$ gives the lower level $E_-=(\Delta-W)/2$, where $W=\sqrt{\Delta^2+4\beta^2}$. Both electrons of the lone pair occupy it. Before bonding their energy was zero, so the stabilization is

$$
S=-2E_-=\sqrt{\Delta^2+4\beta^2}-\Delta .
$$

The first row of the eigenvalue equation gives the ratio of metal to donor amplitude, $c_A/c_D=-E_-/\beta=(W-\Delta)/2\beta$. With $4\beta^2=(W-\Delta)(W+\Delta)$, normalization gives

$$
c_A^2=\frac{(W-\Delta)^2}{(W-\Delta)^2+4\beta^2}=\frac{W-\Delta}{2W}.
$$

Two electrons therefore transfer the charge

$$
q=2c_A^2=1-\frac{\Delta}{\sqrt{\Delta^2+4\beta^2}},\qquad
\frac{\partial S}{\partial\Delta}=\frac{\Delta}{W}-1=-q .
$$

If alkyl groups raise the lone pair by a small $\delta$, the gap falls by $\delta$ and the bond gains about $q\delta$. The reason is that the reference energy rises too: the free amine has the higher lone pair before it binds. The bond profits only from the part of the charge that leaves the donor. For weak coupling, $\beta\ll\Delta$, expansion of the root gives $S\approx2\beta^2/\Delta$ and $q\approx2\beta^2/\Delta^2$, so the advantage is small. For $\beta\gg\Delta$, $q$ approaches 1.

Now let the bond find its own length $r$. Label ammonia N and the trialkylamine T, with $\Delta_T=\Delta_N-\delta$ and $0<\delta<\Delta_N$. Both amines are given the same coupling $\beta(r)$ and the same core repulsion $R(r)$. On a bare acceptor the energy and the binding energy are

$$
U^0(r)=R(r)-S(r),\qquad D^0=-\min_r U^0(r).
$$

At any fixed distance,

$$
S_T-S_N=\int_{\Delta_T}^{\Delta_N}q\,d\Delta .
$$

Since $\partial q/\partial\Delta=-4\beta^2/W^3<0$, this integral lies between $q_N\delta$ and $q_T\delta$. Let $r_N$ and $r_T$ be the two equilibrium distances. Using $r_N$ as a trial distance for the trialkylamine can only underestimate $D_T^0$, and using $r_T$ for ammonia can only underestimate $D_N^0$. Hence the electronic gain $G=D_T^0-D_N^0$ obeys

$$
q_N(r_N)\,\delta\le G\le q_T(r_T)\,\delta<\delta .
$$

Within this model the trialkylamine wins on every bare acceptor. That ordering needs only $\partial S/\partial\Delta<0$, which holds for either sign of $\Delta$, so it also covers a proton whose empty level lies below the lone pair. The last inequality, $G<\delta$, does use $\Delta>0$. For $\Delta<0$ the charge $q$ exceeds 1 and the model gives $G>\delta$, whereas the affinity gain computed below (0.91 eV) is smaller than the level rise (1.62 eV). For a proton the model therefore gives the ordering but not its size.

A Hartree-Fock/6-31G calculation at fixed, idealized geometries supports the premise. From ammonia to trimethylamine the highest occupied level rises from −11.09 to −9.47 eV, and the vertical proton affinity grows from 9.61 to 10.52 eV. Correlation, relaxation of the nuclei and zero-point motion are left out. The direction of these changes is robust, but the digits are not converged: at the same geometries a def2-TZVP basis lowers the levels by 0.2 to 0.3 eV and the affinities by 0.1 to 0.2 eV, giving a rise of 1.71 eV. With 6-31G*, replacing the tetrahedral geometries by realistic ones (bond angles 106.7° and 110.9°) increases the rise from 1.61 to 2.02 eV. The calculation does not show that the level shift alone causes the larger affinity; the alkyl groups can also polarize around the cation's charge. In the model, $\delta$ is an effective shift.

**What the ligands take back**

Place three alkyl groups behind the nitrogen and three ligand groups behind the metal, staggered about the bond. Let $u$ and $v$ be their distances from the bond axis and $h$ their separation along it. Two groups at relative azimuth $\phi$ are separated by

$$
d^2=h^2+u^2+v^2-2uv\cos\phi .
$$

Each alkyl group sees two ligands at $60^\circ$ and one at $180^\circ$. There are thus six near pairs, with $d^2=h^2+u^2+v^2-uv$, and three far pairs, with $d^2=h^2+(u+v)^2$. Each pair has the Lennard-Jones energy

$$
v_{\rm pair}(d)=4\varepsilon\left[\left(\frac{\sigma}{d}\right)^{12}-\left(\frac{\sigma}{d}\right)^6\right],
$$

where $\sigma$ is the contact diameter. The dispersion attraction between the groups is therefore included. Let $V(r)$ be the sum over the nine pairs.

The crowded bond settles at a new distance $r_s$, which minimizes $U_T^0+V$. Its binding energy is $D_T=D_T^0-F$, with relaxed front strain

$$
F=V(r_s)+\left[U_T^0(r_s)-U_T^0(r_T)\right].
$$

The first term is the contact energy that remains. The second is the price of stretching the bond to relieve the contacts. Since $r_s$ is the minimum, staying at $r_T$ cannot be better, so $F\le V(r_T)$.

Relaxation can be followed by multiplying the contacts by $\lambda$, from 0 to 1. Then $D(\lambda)=-U_T^0(r_\lambda)-\lambda V(r_\lambda)$. In its derivative, the terms containing $dr_\lambda/d\lambda$ cancel because $r_\lambda$ is a minimum. What remains is

$$
\frac{dD}{d\lambda}=-V(r_\lambda),\qquad F=\int_0^1V(r_\lambda)\,d\lambda .
$$

For weak contacts the bond is a spring of stiffness $k=U_T^{0\prime\prime}(r_T)$. Minimizing $\tfrac12kx^2+\lambda(V+V'x)$ gives $x=-\lambda V'/k$ and

$$
F(\lambda)\approx\lambda V(r_T)-\frac{\lambda^2V'(r_T)^2}{2k}.
$$

The strain begins as the full contact energy; yielding of the bond enters at second order.

If ammonia's own contacts are neglected, the comparison is

$$
D_T-D_N=G-F .
$$

The order reverses when $F>G$. A sufficient condition is $F>q_T(r_T)\delta$; a necessary one is $V(r_T)>q_N(r_N)\delta$. Crowding that does not meet the latter leaves the trialkylamine ahead, which is why the question says "may".

**Numbers for an open and a crowded metal**

Take round parameters: $\Delta_N=8.0$ eV, $\delta=1.0$ eV, and

$$
\beta=2.8\,e^{-(r-0.20)/0.10}\ {\rm eV},\qquad
R=0.7\,e^{-(r-0.20)/0.02}\ {\rm eV},
$$

with $r$ in nm. The trialkylamine on a bare acceptor settles at 0.2000 nm, where

$$
D_T^0=\sqrt{7.0^2+4(2.8)^2}-7.0-0.7=1.264\ {\rm eV}.
$$

Ammonia settles at 0.2026 nm with $D_N=1.069$ eV. The transferred charges are 0.219 and 0.174 electrons, so $G$ must lie between 0.174 and 0.219 eV. It is 0.196 eV: a lone pair raised by 1 eV strengthens this bond by about a fifth of that.

For the contacts, the N–alkyl length is 0.147 nm, the metal–ligand length 0.20 nm and $\varepsilon=0.010$ eV. The alkyl and ligand bonds point back from their respective transverse planes by $19.47^\circ$ and $10^\circ$. These angles are held fixed at first.

With $\sigma=0.34$ nm the metal is open. The trialkylamine binds by 1.261 eV, almost its bare value, and stays ahead of ammonia.

With $\sigma=0.40$ nm the metal is crowded. At the bare bond length, $h=0.2000+0.147\sin19.47^\circ+0.20\sin10^\circ=0.284$ nm, $u=0.139$ nm and $v=0.197$ nm. The near pairs are then 0.333 nm apart, well inside $\sigma$, and the total contact energy is 1.384 eV. The bond escapes by stretching to 0.2397 nm, which leaves 0.230 eV in the contacts and costs 0.413 eV in the bond:

$$
F=0.230+0.413=0.643\ {\rm eV},\qquad D_T=0.622\ {\rm eV}.
$$

The integral over $\lambda$, evaluated by quadrature, also gives 0.643 eV. The difference from ammonia is

$$
D_T-D_N=0.196-0.643=-0.447\ {\rm eV}.
$$

The more basic amine now binds less strongly. Most of its loss is a weakened donor bond; less than half is contact energy still present at equilibrium. With everything else fixed, the order changes at $\sigma=0.366$ nm, and a scan from 0.34 to 0.42 nm found one change of order.

**How far this carries over to precursors**

The parameters lie in the rough regime of amine adducts of aluminium trialkyls, with metal–nitrogen distances near 0.2 nm and binding near 1 eV. They are not fitted to any one compound, so the reversal found here shows what crowding can do and does not predict the order for a particular aluminium trialkyl. The strained distance of 0.240 nm is far from the typical 0.2 nm. It results largely from the rigid angles, an assumption that real molecules break. If the alkyl groups and ligands may tilt back, each with a rough stiffness of 4 eV/rad², they do so by $5.7^\circ$ and $7.6^\circ$. The bond shortens to 0.212 nm and $D_T$ rises from 0.622 to 0.900 eV. The reversal survives, but its size falls from 0.447 to 0.169 eV. Bending also means that more crowding is needed to reach the reversal than the rigid value of $\sigma$ suggests.

The chosen $\delta$ matters as well. Replacing it by the Hartree-Fock level rise of 1.62 eV gives $D_T=0.704$ eV with rigid angles, and 1.025 eV with bending. Ammonia's own contacts, estimated with $\sigma=0.33$ nm and $\varepsilon=0.005$ eV, lower its binding slightly, to 1.058 eV. With these three corrections together, ammonia leads by only 0.033 eV. That is about $kT$ at 350 K, 0.030 eV, and too small for such rough inputs to settle the order. Letting the ammonia adduct bend as well raises the lead to 0.043 eV. The lead of 0.033 eV vanishes at $\delta\approx1.77$ eV, within the spread of the Hartree-Fock rise over basis and geometry; at $\delta=2.02$ eV the amine is ahead by 0.059 eV.

Two further terms, comparable in size with this lead, act in opposite directions. For an acceptor of mass 100 u, the zero-point energy of the metal–nitrogen stretch is 0.027 eV for ammonia and 0.011 eV for the trialkylamine in the rigid crowded well, which favours the amine by 0.016 eV. Bending makes the crowded well stiffer, so this advantage is then somewhat smaller. At 350 K the translational free energy of replacing the amine by ammonia is −0.042 eV, which favours ammonia. Rotation, the other vibrations, solvent, strain among the alkyl groups themselves and differences in donor hybridization are not sized here, and could decide so close a case.

In this model, proton affinity gives the order of bond strengths when the donors differ only in their lone-pair level and their contacts with the metal's ligands are negligible. For real precursor ligands it is only a first indication: part of a larger affinity can come from polarization around the proton's charge, which need not strengthen the bond to a neutral metal centre equally. On a crowded metal, the strain must be compared with the fraction of the lone-pair rise that the bond can use. The full set of values is in the numerical output below.

## Calculated quantities

```
Gap, ammonia: 8.0 eV
Gap, trialkylamine: 7.0 eV
Lone-pair rise: 1.0 eV
Reference distance: 0.20 nm
Coupling at reference: 2.8 eV
Coupling decay length: 0.10 nm
Core repulsion at reference: 0.7 eV
Core decay length: 0.02 nm
N-alkyl length: 0.147 nm
Alkyl angle behind N plane: 19.47 deg
Metal-ligand length: 0.20 nm
Ligand angle behind metal plane: 10.0 deg
Contact well depth per pair: 0.010 eV
Contact diameter, open: 0.34 nm
Contact diameter, crowded: 0.40 nm
Ammonia binding, no contacts: 1.069 eV
Ammonia bond length: 0.2026 nm
Trialkylamine binding, bare: 1.264 eV
Trialkylamine bond length, bare: 0.2000 nm
Charge transferred, ammonia: 0.174 electrons
Charge transferred, trialkylamine bare: 0.219 electrons
Electronic gain G: 0.196 eV
Lower bound on G: 0.174 eV
Upper bound on G: 0.219 eV
Trialkylamine binding, open: 1.261 eV
Trialkylamine bond length, open: 0.2040 nm
Trialkylamine binding, crowded: 0.622 eV
Trialkylamine bond length, crowded: 0.2397 nm
Contact energy before relaxation: 1.384 eV
Contact energy after relaxation: 0.230 eV
Bond-stretching cost: 0.413 eV
Relaxed front strain F: 0.643 eV
Strain from switching integral: 0.643 eV
Crowded D_T minus D_N: -0.447 eV
Contact diameter at reversal: 0.3656 nm
HF highest level, NH3: -11.09 eV
HF highest level, NMe3: -9.47 eV
HF level rise: 1.62 eV
HF vertical proton affinity, NH3: 9.61 eV
HF vertical proton affinity, NMe3: 10.52 eV
Bending stiffness per group: 4.0 eV/rad^2
Crowded D_T with bending: 0.900 eV
Bond length with bending: 0.2120 nm
Alkyl tilt: 5.7 deg
Ligand tilt: 7.6 deg
Crowded D_T with HF level rise: 0.704 eV
Crowded D_T with bending and HF rise: 1.025 eV
N-H contact diameter: 0.33 nm
N-H contact well depth: 0.005 eV
Ammonia binding with its contacts: 1.058 eV
Masses NH3, amine, acceptor: 17, 59, 100 u
Stretch zero-point energy, ammonia: 0.027 eV
Stretch zero-point energy, crowded amine: 0.011 eV
Temperature: 350 K
Thermal energy kT: 0.0302 eV
Translational free energy, NH3 replaces amine: -0.042 eV
```
